\section*{Selection rules for two-electron continua and the back-to-back node in helium}

Two electrons leave a fixed nucleus of charge $Z$ with momenta $\mathbf k_1$ and $\mathbf k_2$. Hartree atomic units are used, so the total energy above the double-ionization threshold is $E=(k_1^2+k_2^2)/2$. After the transition the Hamiltonian is
\begin{equation}
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}},
\end{equation}
without external fields or spin-dependent terms. The transition operator acting on the initial state produces a spatial source function $\Phi_{LM}$ with orbital angular momentum $L$, projection $M$ on the $z$ axis, parity $p=\pm1$ and total spin $S=0$ or $1$. Antisymmetry of the complete electron wave function requires $P_{12}\Phi_{LM}=(-1)^S\Phi_{LM}$, where $P_{12}$ exchanges the positions: the singlet is symmetric in space and the triplet antisymmetric.

Let $\Psi_{\mathbf k_1\mathbf k_2}$ be the scattering solution with ingoing boundary conditions. The amplitude is
\begin{equation}
f_M(\mathbf k_1,\mathbf k_2)=\frac1{\sqrt2}
\left\langle \Psi_{\mathbf k_1\mathbf k_2}+(-1)^S\Psi_{\mathbf k_2\mathbf k_1}\middle|\Phi_{LM}\right\rangle .
\end{equation}
Interchanging the two momenta multiplies the bracketed state by $(-1)^S$, hence
\begin{equation}
f_M(\mathbf k_2,\mathbf k_1)=(-1)^S f_M(\mathbf k_1,\mathbf k_2).\label{exchange}
\end{equation}

The Coulomb forces do not let the electrons become free plane waves at large distance, so the transformation of $\Psi$ needs a reason. When all three particles are far apart, its leading incident part has the phase
\begin{equation}
\begin{aligned}
&\mathbf k_1\!\cdot\mathbf r_1+\mathbf k_2\!\cdot\mathbf r_2
+\sum_{j=1}^2\frac Z{k_j}\ln(k_jr_j+\mathbf k_j\!\cdot\mathbf r_j)\\
&\qquad-\frac1{2k_{12}}\ln(k_{12}r_{12}+\mathbf k_{12}\!\cdot\mathbf r_{12}),
\end{aligned}
\end{equation}
with $\mathbf k_{12}=(\mathbf k_1-\mathbf k_2)/2$ and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. Only lengths and scalar products occur. The phase is therefore unchanged when positions and momenta are rotated together, or inverted together. Since $H$ has the same symmetries, and the boundary condition is taken to fix the scattering solution uniquely, a rotation $R$ with operator $U(R)$ gives $U(R)\Psi_{\mathbf k_1\mathbf k_2}=\Psi_{R\mathbf k_1,R\mathbf k_2}$, and inversion gives $\Psi_{-\mathbf k_1,-\mathbf k_2}$.

The source obeys $U(R)\Phi_{LM}=\sum_{M'}\Phi_{LM'}D^L_{M'M}(R)$, which defines the rotation matrix $D^L$. Moving $U^{-1}$ from the left to the right of the scalar product turns it into $U$, so that
\begin{align}
f_M(R^{-1}\mathbf k_1,R^{-1}\mathbf k_2)
&=\sum_{M'}f_{M'}(\mathbf k_1,\mathbf k_2)D^L_{M'M}(R),\label{rotation}\\
f_M(-\mathbf k_1,-\mathbf k_2)&=p\,f_M(\mathbf k_1,\mathbf k_2).\label{parity}
\end{align}
Equations \eqref{exchange}, \eqref{rotation} and \eqref{parity} contain all the dynamics needed. The size of the electron repulsion does not enter.

Suppose now that a rotation, combined if necessary with inversion, exchange or both, returns the ordered pair $(\mathbf k_1,\mathbf k_2)$ to itself. Let $\chi$ be the product of the signs $p$ and $(-1)^S$ that belong to the inversion and exchange used. Then
\begin{equation}
f_M=\chi\sum_{M'}f_{M'}D^L_{M'M}(R)\label{stabilizer}
\end{equation}
at that same pair of momenta. This is a linear condition on the $2L+1$ amplitudes. If it reduces to $f_M=-f_M$, that amplitude is zero. Exchange can return the pair to itself only if $k_1=k_2$, because rotations and inversion preserve lengths; this is where equal energy sharing enters.

Four operations multiply $\Phi_{LM}$ by a sign. A half turn about $z$ gives $e^{-i\pi M}=(-1)^M$. Reflection in the $xy$ plane is this half turn followed by inversion, and gives $p(-1)^M$. For $M=0$, a half turn about a horizontal axis reverses $z$; since the angular function for one particle is $P_L(\cos\theta)$ and $P_L(-x)=(-1)^LP_L(x)$, its sign is $(-1)^L$. The same sign holds for two electrons, because $D^L$ depends only on $L$. Finally, reflection in a vertical plane is inversion times a half turn about the horizontal normal of that plane, so for $M=0$ it gives $p(-1)^L$.

Denote the polar and azimuthal angles of $\mathbf k_j$ by $\theta_j,\varphi_j$. Three rules hold for any energy sharing. If both momenta are perpendicular to $z$, reflection in the $xy$ plane leaves each unchanged. If both lie in one plane with $z$, reflection in that vertical plane does so. Thus
\begin{align}
\theta_1=\theta_2=\tfrac\pi2:&\quad f_M=0\ \text{if}\ p(-1)^M=-1,\label{r1}\\
\mathbf k_1,\mathbf k_2,\hat{\mathbf z}\ \text{coplanar}:&\quad f_0=0\ \text{if}\ p(-1)^L=-1.\label{r2}
\end{align}
For collinear momenta, first quantize along their common line, with projection $\mu$. Rotation by any angle $\alpha$ about the line leaves both momenta fixed, so $f_\mu=e^{-i\alpha\mu}f_\mu$ and only $\mu=0$ can survive. Reflection in a plane containing the line then gives $f_{\mu=0}=p(-1)^Lf_{\mu=0}$. If the sign is negative, all components vanish, and they remain zero when recombined for another axis:
\begin{equation}
\mathbf k_1\parallel\pm\mathbf k_2:\quad f_M=0\ \text{for all }M\ \text{if}\ p(-1)^L=-1.\label{r3}
\end{equation}
If the sign is positive, \eqref{rotation} makes $f_M$ proportional to $Y_{LM}(\hat{\mathbf k}_1)$, because the spherical harmonics obey the same transformation law and on their own axis have only the component $M=0$.

Equal energies add operations that interchange the electrons. For $\mathbf k_2=-\mathbf k_1$, inversion interchanges the momenta and exchange restores their order. For $M=0$ and $\theta_1=\theta_2$, reflection in the vertical plane at the mean azimuth interchanges them. For $M=0$ and $\theta_2=\pi-\theta_1$, the half turn about the horizontal axis at the mean azimuth does so, since it sends $\theta$ to $\pi-\theta$ and $\varphi$ to $\varphi_1+\varphi_2-\varphi$. These operations yield
\begin{align}
\mathbf k_2=-\mathbf k_1:&\quad f_M=0\ \text{if}\ p(-1)^S=-1,\label{r4}\\
\theta_1=\theta_2:&\quad f_0=0\ \text{if}\ p(-1)^{L+S}=-1,\label{r5}\\
\theta_2=\pi-\theta_1:&\quad f_0=0\ \text{if}\ (-1)^{L+S}=-1.\label{r6}
\end{align}
In the last two rules the azimuths are arbitrary. Special azimuths give rules for every $M$. If $\theta_1=\theta_2$ and the azimuths differ by $\pi$, a half turn about $z$ interchanges the momenta; if $\theta_2=\pi-\theta_1$ and the azimuths are equal, reflection in the $xy$ plane does. Therefore
\begin{align}
\theta_1=\theta_2,\ |\varphi_1-\varphi_2|=\pi:&\quad f_M=0\ \text{if}\ (-1)^{M+S}=-1,\label{r7}\\
\theta_2=\pi-\theta_1,\ \varphi_1=\varphi_2:&\quad f_M=0\ \text{if}\ p(-1)^{M+S}=-1.\label{r8}
\end{align}
At $\mathbf k_1=\mathbf k_2$, exchange alone gives $f_M=0$ for $S=1$. This last case is a formal limit, because the repulsion phase above is singular at $k_{12}=0$.

Equations \eqref{r1} to \eqref{r8}, with the equal-momentum case, are the Maulbetsch--Briggs type of selection rule: they follow from geometry and quantum numbers alone. They do not exhaust \eqref{stabilizer}, since two operations may together exclude a state that neither excludes separately. An example is $^1P^e$ at equal energies. For noncollinear momenta, quantize along the normal to their plane. Reflection in the plane requires $p(-1)^\mu=1$, so with $p=1$ and $L=1$ only $\mu=0$ remains. A half turn about the bisector of the momenta, followed by exchange, multiplies this component by $(-1)^{L+S}=-1$. It therefore vanishes too, and collinear momenta are covered by \eqref{r3}. Hence the equal-energy $^1P^e$ amplitude is zero in every direction.

For helium, let the initial state $\Phi_0$ be the $^1S^e$ ground state. In the electric-dipole approximation, to first order in the light field, the source for polarization $\boldsymbol\epsilon$ is
\begin{equation}
\Phi_{\boldsymbol\epsilon}=\boldsymbol\epsilon\cdot(\mathbf r_1+\mathbf r_2)\Phi_0 .
\end{equation}
The operator is a vector, odd under inversion, symmetric under exchange and independent of spin. It changes $^1S^e$ into $^1P^o$, with $L=1$, $p=-1$ and $S=0$. For any polarization, \eqref{parity} and \eqref{exchange} give at $\mathbf k_1=\mathbf k$, $\mathbf k_2=-\mathbf k$
\begin{equation}
\begin{aligned}
f(-\mathbf k,\mathbf k)&=-f(\mathbf k,-\mathbf k)&&\text{(odd parity)},\\
f(-\mathbf k,\mathbf k)&=+f(\mathbf k,-\mathbf k)&&\text{(singlet exchange)}.
\end{aligned}
\end{equation}
Subtracting the first line from the second gives $2f(\mathbf k,-\mathbf k)=0$. The differential probability, proportional to $|f|^2$, vanishes for back-to-back emission at equal energies. Electron repulsion favours opposite directions, but it cannot remove this zero, because it respects both symmetries used.

The angular form of the amplitude shows how the zero is approached. Since the source is linear in $\boldsymbol\epsilon$, write $f=\boldsymbol\epsilon\cdot\mathbf F(\mathbf k_1,\mathbf k_2)$, where $\mathbf F$ is a vector that changes sign under inversion. Reflection in the plane of noncollinear $\mathbf k_1$ and $\mathbf k_2$ leaves the momenta fixed but reverses the normal component of $\mathbf F$, so that component is zero. What remains can be expanded as
\begin{equation}
\mathbf F=\hat{\mathbf k}_1a(k_1,k_2,\theta_{12})+\hat{\mathbf k}_2b(k_1,k_2,\theta_{12}),
\end{equation}
where $\theta_{12}$ is the angle between the momenta. Singlet exchange requires $\mathbf F(\mathbf k_2,\mathbf k_1)=\mathbf F(\mathbf k_1,\mathbf k_2)$. Comparing the coefficients of $\hat{\mathbf k}_2$ gives $b(k_1,k_2,\theta_{12})=a(k_2,k_1,\theta_{12})$, and thus
\begin{equation}
f=\boldsymbol\epsilon\cdot\left[\hat{\mathbf k}_1a(k_1,k_2,\theta_{12})
+\hat{\mathbf k}_2a(k_2,k_1,\theta_{12})\right].\label{general}
\end{equation}
At equal energies the two coefficients coincide:
\begin{equation}
f=a(\theta_{12})\,\boldsymbol\epsilon\cdot(\hat{\mathbf k}_1+\hat{\mathbf k}_2).\label{equal}
\end{equation}
A singlet $P^o$ state needs a vector that treats both electrons alike, and a back-to-back pair of equal momenta supplies none. For $\boldsymbol\epsilon=\hat{\mathbf z}$ the factor is $\cos\theta_1+\cos\theta_2$. It also vanishes whenever $\theta_2=\pi-\theta_1$, whatever the azimuths, in agreement with \eqref{r6}.

Put $\delta=\pi-\theta_{12}$ and assume that $a$ tends to a finite nonzero value as $\delta\to0$. The length of the vector in \eqref{equal} is $2\cos(\theta_{12}/2)=2\sin(\delta/2)$. Averaging over the orientation of the pair relative to the polarization replaces the squared projection by one third of the squared length, so
\begin{equation}
\overline{|f|^2}=\tfrac43|a|^2\sin^2(\delta/2)\simeq\tfrac13|a|^2\delta^2 .
\end{equation}
At a fixed orientation the power can differ. For linear polarization along $z$ and momenta in a plane with $z$, take $\theta_1=t$ and $\theta_2=t+\pi-\delta$, with angles measured continuously in that plane. Then
\begin{equation}
\begin{aligned}
\cos t+\cos(t+\pi-\delta)&=\cos t-\cos(t-\delta)\\
&=-\delta\sin t+\tfrac12\delta^2\cos t+O(\delta^3).
\end{aligned}
\end{equation}
For oblique emission $|f|^2$ grows as $\delta^2$. If the first electron leaves along the polarization, $t=0$, the linear term is absent and $|f|^2$ grows as $\delta^4$.

Unequal energies lift the prohibition. For back-to-back momenta, $\hat{\mathbf k}_2=-\hat{\mathbf k}_1$, and the limit of \eqref{general} is
\begin{equation}
f=(\boldsymbol\epsilon\cdot\hat{\mathbf k}_1)
\left[a(k_1,k_2,\pi)-a(k_2,k_1,\pi)\right].
\end{equation}
The bracket changes sign when the energies are interchanged. If it is smooth at equal sharing, its expansion at fixed $E$ starts with a term linear in $E_1-E_2$, where $E_j=k_j^2/2$. The probability then starts quadratically in this difference, unless the linear coefficient happens to vanish.

The spin and the multipole order matter as well. The $1s2s\,{}^3S^e$ state of helium leads by dipole absorption to $^3P^o$, for which $b(k_1,k_2,\theta_{12})=-a(k_2,k_1,\theta_{12})$. At equal energies
\begin{equation}
f=a_t(\theta_{12})\,\boldsymbol\epsilon\cdot(\hat{\mathbf k}_1-\hat{\mathbf k}_2),\label{triplet}
\end{equation}
with a new coefficient $a_t$. Back-to-back emission is now allowed, and the formal zero lies at $\mathbf k_1=\mathbf k_2$. From the singlet ground state, the electric-quadrupole term beyond the dipole approximation reaches $^1D^e$. There $p(-1)^S=+1$, so \eqref{r4} does not forbid the back-to-back configuration. Symmetry therefore does not require the dipole zero to persist in the complete light--atom interaction. Spin-dependent forces that mix singlet and triplet states would also invalidate the argument.

A calculation for helium makes the symmetry visible with the electron repulsion kept in $H$. Let the dipole perturbation grow in time as $e^{\eta t}$, with $\eta>0$. Insert a first-order state $\psi e^{-i(E+i\eta)t}$, driven by the source $D\Phi_0e^{-i(E+i\eta)t}$ with $D=z_1+z_2$, into the time-dependent Schr\"odinger equation. After removal of the common factor, $(E+i\eta)\psi=H\psi+D\Phi_0$, or
\begin{equation}
\psi=(E+i\eta-H)^{-1}D\Phi_0 .\label{response}
\end{equation}
The inverse operator commutes with rotations, inversion and exchange, so $\psi$ is still $^1P^o$. Its momentum amplitude $\langle\mathbf k_1\mathbf k_2|\psi\rangle$, taken with plane waves, obeys the same transformation laws as $f$ and is denoted by $f$ below. It is not the double-ionization amplitude: the field is still on, $\eta$ is finite, and plane waves also overlap with bound and singly ionized parts of $\psi$.

The states were expanded in correlated Gaussians $\exp(-\alpha r_1^2-\beta r_2^2-\gamma r_{12}^2)$, multiplied by $z_1$ or $z_2$ for the $P$ states. Both $\alpha$ and $\beta$ took the ten values $0.05\times2.3^n$, $n=0,\ldots,9$, and $\gamma$ the values $0$, $0.15$ and $0.9$. The individual functions were not symmetrized. Diagonalization gives a ground-state energy of $-2.9022$ hartree. A full configuration-interaction calculation in the aug-cc-pVQZ basis, which is also finite, gives $-2.9025$ hartree.

For an excess energy of $20$ eV, or $0.7350$ hartree, the photon energy is $0.7350+2.9022=3.6372$ hartree, that is $98.97$ eV. The basis-set limit of the ground-state energy, $-2.9037$ hartree, raises this by $0.04$ eV to $99.01$ eV. Equal sharing means $E=k^2$, hence $k=\sqrt{0.7350}=0.857$. The damping is $\eta=0.5$ hartree. With $\mathbf k_1$ along the polarization, \eqref{equal} predicts $|f|^2=|a|^2(1+\cos\theta_{12})^2$. The computed values, relative to $|f|^2$ at $90^\circ$, are
\begin{equation}
\begin{array}{c|ccccc}
\theta_{12}&30^\circ&60^\circ&90^\circ&120^\circ&150^\circ\\ \hline
|f|^2&2.999&2.139&1&0.221&0.0149\\
(1+\cos\theta_{12})^2&3.482&2.250&1&0.250&0.0179\\
\text{quotient}&0.86&0.95&1&0.89&0.83
\end{array}
\end{equation}
The quotient is $|a|^2$ relative to its value at $90^\circ$. At the listed angles it differs from its $90^\circ$ value by less than a fifth of that value, so in this basis the symmetry factor accounts for most of the angular dependence. The departures of the quotient from one are not converged. Near the basis-set limit the quotients at $30^\circ$, $60^\circ$, $120^\circ$ and $150^\circ$ are about $1.08$, $1.05$, $0.94$ and $0.89$, so the first two departures in the table have the wrong sign, and other Gaussian bases of similar size give values from $0.4$ to $1.0$ at $150^\circ$. The weak angular dependence of the quotient survives in that limit and for $\eta$ between $0.35$ and $1$ hartree, and it does not describe double ionization. About $94\%$ of the norm of $\psi$, and a similar share of $f$ at $90^\circ$, belongs to the channel with He$^+$ left in $1s$, while both electrons are unbound in less than $1\%$ of the norm. When both electrons escape, their repulsion makes $|a|^2$ vary strongly: the Coulomb factor $2\pi\nu/(e^{2\pi\nu}-1)$ with $\nu=1/(2k_{12})$, relative to $90^\circ$, is $3\times10^{-4}$ at $30^\circ$ and $3$ at $150^\circ$. Since the plane-wave amplitude of $\psi$ is not the double-ionization amplitude, these numbers should not be read as a measured angular distribution.

In the back-to-back direction, the largest $|f|$ found with $\mathbf k_1$ at $0^\circ$, $35^\circ$ and $70^\circ$ to the polarization is $8\times10^{-10}$ of its value at $\theta_{12}=90^\circ$, which is numerical zero. Comparing $|f|^2$ at $\delta=0.5^\circ$ and $1^\circ$ for $t=45^\circ$ gives a power of $1.99$. For $t=0$, the values at $2^\circ$ and $4^\circ$ give $3.995$. These are the quadratic and quartic approaches derived above.

Unequal sharing removes the zero. For back-to-back emission along the polarization with energies of $15$ and $5$ eV, $|f|^2$ is $0.066$ of the equal-energy value at $90^\circ$. A smaller basis, with eight exponents $0.05\times2.7^n$ and the same $\gamma$, gives $0.009$. For $12$ and $8$ eV the two results are $0.048$ and $0.018$; for $18$ and $2$ eV they are $0.20$ and $0.35$. These magnitudes are not converged: near the basis-set limit the values for $12/8$, $15/5$ and $18/2$ eV are about $0.007$, $0.061$ and $0.32$. The Gaussian values establish no quantitative dependence on energy sharing. They do show a nonzero amplitude in both bases, whereas the equal-energy zero needs no converged basis: it survives in any trial space closed under exchange and inversion.

Starting instead from the $1s2s\,{}^3S^e$ state, at the same $E$ and $\eta$, changes only the exchange sign in the argument. With $\mathbf k_1$ along the polarization, the back-to-back $|f|$ is $1.21$ times its value at $90^\circ$. The factor $1-\cos\theta_{12}$ from \eqref{triplet} is $2$ and $1$ at these two angles, so $|a_t(180^\circ)/a_t(90^\circ)|=1.21/2\approx0.6$ in this basis. The value is not converged: near the basis-set limit the ratio of amplitudes is about $1.81$, and the ratio of coefficients about $0.91$. The direction forbidden to the singlet is thus populated in the triplet, although both final states have odd parity and $L=1$.
